# How damping shifts and removes the zero of the Drude permittivity

**Question**

I am working on the infrared response of a transparent conducting oxide film. The exercise gives a Drude plasma energy of 2 eV and a background permittivity of 4. It asks me to show that a damping of 0.6 eV moves the zero of the real permittivity from 1.0 eV to 0.8 eV, and that damping above 1 eV removes the zero.

The undamped value is clear to me, since $2/\sqrt4=1$. With damping I set the whole permittivity to zero and solved the quadratic equation for the photon energy. That gave a complex energy with real part $\sqrt{1-\Gamma^2/4}$ (in eV), which is not 0.8 eV for $\Gamma=0.6$ eV and survives until $\Gamma=2$ eV. What am I doing wrong? And if the zero disappears, does the plasmon disappear too?

**Answer**

Your algebra is right, but it answers a different question. A complex root of $\varepsilon=0$ describes a free charge oscillation that decays in time. The exercise asks at which *real* photon energy the *real part* of $\varepsilon$ vanishes, while the imaginary part may be anything. The two conditions agree only without damping.

**The permittivity and its conventions**

Let the field be $F=F_0e^{-i\omega t}$. The current density $j$ of carriers with density $n$ and effective mass $m^*$ obeys

$$\frac{dj}{dt}=-\frac{j}{\tau}+\frac{ne^2}{m^*}F ,$$

where $\tau$ is the decay time of the current. In the steady state $j$ has the same time factor, so $d/dt$ becomes $-i\omega$:

$$\left(\frac1\tau-i\omega\right)j=\frac{ne^2}{m^*}F
\quad\Rightarrow\quad
\sigma=\frac{j}{F}=\frac{\varepsilon_0\omega_p^2}{1/\tau-i\omega},
\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0m^*}.$$

The total current is the carrier current plus the displacement current of the background, $\sigma F-i\omega\varepsilon_0\varepsilon_bF$. Writing this sum as $-i\omega\varepsilon_0\varepsilon F$ defines the total permittivity:

$$\varepsilon=\varepsilon_b+\frac{i\sigma}{\varepsilon_0\omega}
=\varepsilon_b+\frac{i\omega_p^2}{\omega(1/\tau-i\omega)} .$$

Multiply the numerator and denominator of the last term by $i$. The numerator becomes $-\omega_p^2$ and the bracket becomes $\omega+i/\tau$. With $E=\hbar\omega$, $E_p=\hbar\omega_p$ and $\Gamma=\hbar/\tau$,

$$\varepsilon(E)=\varepsilon_b-\frac{E_p^2}{E(E+i\Gamma)} .$$

Here $E_p=2$ eV is the bare plasma energy, not yet divided by $\sqrt{\varepsilon_b}$. This matters: if 2 eV were the screened value, the zero at $\Gamma=0.6$ eV would lie at $\sqrt{4-0.36}=1.91$ eV. I take $\varepsilon_b$, $E_p$ and $\Gamma$ to be independent of photon energy, and I keep $E_p$ and $\varepsilon_b$ fixed when $\Gamma$ changes.

**The zero of the real part**

Multiply the numerator and denominator of the carrier term by $E-i\Gamma$:

$$\frac{1}{E(E+i\Gamma)}=\frac{E-i\Gamma}{E(E^2+\Gamma^2)} .$$

The real and imaginary parts can now be read off:

$$\mathrm{Re}\,\varepsilon=\varepsilon_b-\frac{E_p^2}{E^2+\Gamma^2},
\qquad
\mathrm{Im}\,\varepsilon=\frac{E_p^2\,\Gamma}{E(E^2+\Gamma^2)} .$$

Setting the real part to zero gives $E^2+\Gamma^2=E_p^2/\varepsilon_b$, so

$$E_0=\sqrt{\frac{E_p^2}{\varepsilon_b}-\Gamma^2}.$$

With the given numbers $E_p^2/\varepsilon_b=4/4=1$ eV², and therefore

- $\Gamma=0$: $E_0=1.0$ eV, a wavelength of 1240 nm;
- $\Gamma=0.6$ eV: $E_0=\sqrt{1-0.36}=0.8$ eV, or 1550 nm.

The carriers contribute negatively to $\mathrm{Re}\,\varepsilon$, and the zero is where they cancel the background. Damping weakens this contribution at every energy, because $\Gamma^2$ adds to the denominator. To recover the cancellation, one must go to lower photon energy.

In the plane of $\Gamma$ and $E_0$, the condition is a quarter circle of radius 1 eV. For small damping the shift is only quadratic, $E_0\approx1-\Gamma^2/2$ in eV. Near the limit the curve falls steeply: at $\Gamma=0.95$ eV the zero is already at 0.31 eV.

**Why it disappears**

The slope is

$$\frac{d\,\mathrm{Re}\,\varepsilon}{dE}=\frac{2E\,E_p^2}{(E^2+\Gamma^2)^2}>0
\qquad (E>0),$$

so $\mathrm{Re}\,\varepsilon$ rises steadily and can cross zero at most once. At high energy it tends to $\varepsilon_b>0$. For $\Gamma>0$ it starts from

$$\mathrm{Re}\,\varepsilon(E\to0)=\varepsilon_b-\frac{E_p^2}{\Gamma^2}.$$

A crossing at positive energy therefore requires this starting value to be negative, which means $\Gamma<E_p/\sqrt{\varepsilon_b}=1$ eV. For $\Gamma=1.2$ eV the starting value is $4-4/1.44=1.22$, and the curve only rises from there.

At $\Gamma=1$ eV exactly, $\mathrm{Re}\,\varepsilon=4E^2/(E^2+1)$ with $E$ in eV. This is positive for every $E>0$ and vanishes only in the limit $E\to0$, where $\mathrm{Im}\,\varepsilon$ diverges. So there is no zero at a positive photon energy at the limit either.

As a test that does not use the separated formula, the current equation can be integrated in time, and $\varepsilon$ obtained from the parts of the steady current in phase and out of phase with the field. This gives zeros at 1.0000, 0.8000 and 0.3122 eV for damping of 0, 0.6 and 0.95 eV. For damping of 1.0 and 1.2 eV, $\mathrm{Re}\,\varepsilon$ was positive and rising at all eight sampled energies between 0.05 and 3 eV.

**What the zero means once there is damping**

At the zero $E_0^2+\Gamma^2=E_p^2/\varepsilon_b$. Inserting this into the imaginary part gives

$$\mathrm{Im}\,\varepsilon(E_0)=\frac{E_p^2\,\Gamma}{E_0\,E_p^2/\varepsilon_b}=\frac{\varepsilon_b\Gamma}{E_0}
=\frac{4\times0.6}{0.8}=3.$$

The permittivity is then $3i$, which is not close to zero. Writing $\varepsilon=(N+i\kappa)^2$, with refractive index $N$ and extinction coefficient $\kappa$, a vanishing real part means $N^2-\kappa^2=0$, so $N=\kappa$. The material absorbs strongly at this energy: the intensity decays over about 100 nm, so a 100 nm film on glass absorbs roughly 40% of the light at normal incidence, while a 20 nm film absorbs only about 13%. The optical response changes smoothly through this energy, and the zero is not a sharp border between reflection and transparency.

**Does the plasmon disappear too?**

Not at the same damping, although it is already short-lived there. Bulk longitudinal charge oscillations show up in the loss function $\mathrm{Im}(-1/\varepsilon)$. Let $s=E_p^2/\varepsilon_b$. Then

$$\varepsilon=\varepsilon_b\,\frac{E^2-s+i\Gamma E}{E^2+i\Gamma E}
\quad\Rightarrow\quad
-\frac1\varepsilon=-\frac{1}{\varepsilon_b}\,
\frac{(E^2+i\Gamma E)(E^2-s-i\Gamma E)}{(E^2-s)^2+\Gamma^2E^2}.$$

The imaginary part of the product in the numerator is $\Gamma E(E^2-s)-\Gamma E\,E^2=-s\Gamma E$. Hence

$$\mathrm{Im}\left(-\frac1\varepsilon\right)=\frac{1}{\varepsilon_b}\,
\frac{s\,\Gamma E}{(E^2-s)^2+\Gamma^2E^2}.$$

Call the denominator $D$ and let $x=E^2$. The function $E/D$ is stationary when $D=E\,dD/dE$:

$$(x-s)^2+\Gamma^2x=2x\left[2(x-s)+\Gamma^2\right].$$

Expanding both sides and collecting terms gives

$$3x^2-(2s-\Gamma^2)x-s^2=0 .$$

The product of the two roots is $-s^2/3$, so exactly one root is positive, whatever the damping. The loss function is positive for $E>0$ and vanishes at both ends of the energy axis, so this root is a maximum:

$$E_{\rm peak}^2=\frac{2s-\Gamma^2+\sqrt{(2s-\Gamma^2)^2+12s^2}}{6}.$$

For $\Gamma=0.6$ eV, $2s-\Gamma^2=1.64$ eV² and the peak is at 0.955 eV, well above the zero at 0.8 eV. For $\Gamma=1.2$ eV there is no zero, but a peak remains at 0.82 eV.

Your complex root fits this picture. From $E^2+i\Gamma E-s=0$,

$$E=-\frac{i\Gamma}{2}\pm\sqrt{s-\frac{\Gamma^2}{4}} .$$

The free oscillation decays, but it still oscillates as long as $\Gamma<2\sqrt s=2$ eV. Between 1 and 2 eV of damping there is thus a damped plasma oscillation without any zero of $\mathrm{Re}\,\varepsilon$. It is hardly a well-defined plasmon, however: at $\Gamma=1.2$ eV the amplitude falls to about 1% within one period. Above 2 eV the charge relaxes without oscillating, yet the loss function still has a broad maximum. A loss peak alone therefore does not prove that the charge oscillates.

**How this compares with a real film**

The parameters are in the regime of heavily doped indium tin oxide. With a rough effective mass of 0.35 electron masses, $n=\varepsilon_0m^*\omega_p^2/e^2=1.0\times10^{21}$ cm$^{-3}$. A damping of 0.6 eV means $\tau=\hbar/\Gamma=1.1$ fs, a mobility $e\tau/m^*=5.5$ cm²/Vs and a resistivity of $1.1\times10^{-3}$ ohm cm. That is a strongly disordered film. Good films reach a few tens of cm²/Vs, which corresponds to a damping of roughly 0.1 eV, and the shift of the zero is then very small. At the limiting damping of 1 eV the mobility would be only 3.3 cm²/Vs.

The constant damping is an assumption to distrust here. Real scattering rates depend on photon energy, in a way set by the mechanism. For screened charged impurities at this density, a Born estimate with random-phase screening gives a rate that is nearly constant up to 0.8 eV, peaks near 1.2 eV and drops below its dc value only near 2 eV. A rate of that shape hardly moves the 0.8 eV zero. Such impurities also supply only about 0.15 eV of damping (one singly charged donor per carrier), so a damping of 0.6 eV must come mostly from other disorder, whose energy dependence is not known here. To see how sensitive the result can be, take a causal toy rate, not tied to any mechanism, that replaces $\Gamma$ by $\Gamma/(1-iE/W)$, where $\Gamma$ is now the zero-frequency damping. With the illustrative choice $W=2$ eV, the zero for $\Gamma=0.6$ eV lies at 0.95 eV instead of 0.8 eV, and the largest damping that still leaves a zero falls from 1.0 to 0.78 eV. Most of this change comes from the imaginary (reactive) part of the toy rate, which acts like a lighter mass. Keeping only its falling real part gives a zero at 0.86 eV and a limit of 0.99 eV. Both numbers of the exercise can therefore change when the rate is not constant.

The size of this shift depends on $W$: it is 0.31 eV for $W=1$ eV, 0.15 eV for $W=2$ eV, but only 0.03 eV for $W=5$ eV. The limiting damping does not even move in a fixed direction: it is about 0.9 eV for $W=5$ eV, 1.0 eV for $W=1$ eV and 1.3 eV for $W=0.8$ eV. For comparison, I estimated these other shifts of the 0.8 eV zero:

- A mass 10% larger, at fixed density and damping, gives $-0.06$ eV.
- A background that varies with energy, with all its strength placed at a rough optical gap of 4 eV, gives $-0.02$ eV.
- Polar lattice vibrations, modelled by one undamped oscillator at 0.05 eV with strength 5 (both rough), give $+0.003$ eV.

The lattice matters more at low energy. In the same model the zero above the lattice energy does not vanish at 1 eV of damping. It moves down continuously as the damping grows, and at $\Gamma=1.2$ eV it lies at 0.11 eV. There $\mathrm{Im}\,\varepsilon$ is about 30, so the permittivity itself is far from small. The statement "damping above 1 eV removes the zero" therefore holds only if the lattice response is left out.

Finally, the Drude picture needs a mean free path $\ell$ that is long compared with $1/k_F$, where $k_F$ is the Fermi wave number. For a parabolic band $k_F\ell=2E_F/\Gamma$. With a Fermi energy $E_F=1.05$ eV this is 3.5 at 0.6 eV damping and 2.1 at 1 eV. In bulk, the diffusive (weak-localization) correction to the dc conductivity scales as $1/(k_F\ell)^2$, which is 0.08 and 0.23 in the two cases, with a prefactor of order 1 to 3 that depends on the short-distance cutoff. Corrections linear in $1/(k_F\ell)$ can be larger at such small $k_F\ell$, so these numbers may understate the correction. The removal of the zero is a sound result of the model, but it occurs where the model itself is becoming doubtful. Temperature is a lesser concern, since $k_BT/E_F$ is about 0.02 at 300 K. The numerical output below lists most of the values used here.

## Computed values

```
Bare plasma energy: 2.0 eV
Background permittivity: 4.0
Limiting damping: 1.000 eV
Zero of Re eps at damping 0.00 eV: 1.0000 eV
Zero of Re eps at damping 0.60 eV: 0.8000 eV
Zero of Re eps at damping 0.95 eV: 0.3122 eV
Wavelength of undamped zero: 1240 nm
Wavelength of zero at 0.6 eV damping: 1550 nm
Im eps at zero, damping 0.6 eV: 3.000
Slope of Re eps at that zero: 6.400 per eV
Re eps at E -> 0, damping 1.2 eV: 1.222
Re eps at 0.05 eV, damping 1.2 eV: 1.227
Loss peak at damping 0.6 eV: 0.955 eV
Loss peak at damping 1.2 eV: 0.824 eV
Zero if 2 eV were screened, damping 0.6 eV: 1.908 eV
Rough effective mass: 0.35 electron masses
Carrier density: 1.015e+21 cm^-3
Fermi energy: 1.052 eV
Damping 0.6 eV: scattering time 1.097 fs
Damping 0.6 eV: mobility 5.51 cm2/Vs
Damping 0.6 eV: resistivity 1.12e-03 ohm cm
Damping 0.6 eV: kF*l 3.51
Damping 0.6 eV: localization scale 0.081
Damping 1.0 eV: scattering time 0.658 fs
Damping 1.0 eV: mobility 3.31 cm2/Vs
Damping 1.0 eV: resistivity 1.86e-03 ohm cm
Damping 1.0 eV: kF*l 2.10
Damping 1.0 eV: localization scale 0.226
kT/E_F at 300 K: 0.0246
Memory energy W (illustrative): 2.0 eV
Zero with scattering memory: 0.951 eV
Shift from scattering memory: +0.151 eV
Limiting dc damping with memory: 0.781 eV
Shift from mass times 1.1: -0.059 eV
Rough optical gap: 4.0 eV
Shift from interband dispersion: -0.018 eV
Rough lattice oscillator energy: 0.05 eV
Rough lattice oscillator strength: 5.0
Shift from lattice: +0.0030 eV
Lattice zero at damping 1.2 eV: 0.112 eV
```
